# Dirac screening length and the missing remote-band contribution in MoS2: a numerical check

```python
"""Static screening length of a massive Dirac sheet and what it omits in MoS2.

Result under test: g copies of H = v(kx sx + ky sy) + (gap/2) sz, lower band
filled, have sheet polarizability alpha = g/(6 pi gap) (Hartree units), so that
epsilon(q) = 1 + r_D q in vacuum with r_D = 2 pi alpha = g/(3 gap).
In eV and nm, r_D = g C/(3 gap), where C = e^2/(4 pi eps0).
A real layer has r_total = r_D + r_R; r_R holds all other transitions.
Symbols: m = gap/2, v = hbar times velocity (eV nm), q = wavevector (1/nm),
d = layer thickness, kappa = dielectric constant of the surroundings.
Material inputs other than the gap are rough typical values for MoS2.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, struve, y0

C = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9          # eV nm
HBAR2_M = sc.hbar**2 / (sc.m_e * sc.e) * 1e18        # eV nm^2
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]], complex)
SZ = np.array([[1, 0], [0, -1]], complex)

g, gap = 4, 1.66
v, a_lat = 0.35, 0.32
so_split, qp_gap = 0.15, 2.5
d, eps_par, eps_perp, kappa_bn = 0.60, 15.0, 6.0, 4.0
temperature, n_gate = 300.0, 0.01                    # K, 1/nm^2
n_valence = 18
m = gap / 2


def dirac_bands(kx, ky, mass, vel):
    h = (vel * kx[..., None, None] * SX + vel * ky[..., None, None] * SY
         + mass * SZ)
    return np.linalg.eigh(h)


def radial_nodes(scale, kmax=None, n=300):
    u, w = np.polynomial.legendre.leggauss(n)
    u, w = (u + 1) / 2, w / 2
    if kmax is not None:
        return kmax * u, kmax * w
    return scale * u / (1 - u), scale * w / (1 - u)**2


def alpha_from_states(mass, vel, kmax=None):
    """Polarizability/C from numerical eigenvectors and velocity elements."""
    k, w = radial_nodes(mass / vel, kmax)
    e, s = dirac_bands(k, 0 * k, mass, vel)
    strength = 0
    for op in (vel * SX, vel * SY):
        element = np.einsum('ni,ij,nj->n', s[:, :, 1].conj(), op, s[:, :, 0])
        strength = strength + abs(element)**2
    return g * np.sum(w * k / (2 * np.pi) * strength / (e[:, 1] - e[:, 0])**3)


def alpha_at_q(q, mass, vel):
    """Static density response divided by q^2, from eigenvector overlaps."""
    k, w = radial_nodes(mass / vel + q)
    n_angle = 96
    th = 2 * np.pi * (np.arange(n_angle) + 0.5) / n_angle
    kx, ky = k[:, None] * np.cos(th), k[:, None] * np.sin(th)
    e1, s1 = dirac_bands(kx - q / 2, ky, mass, vel)
    e2, s2 = dirac_bands(kx + q / 2, ky, mass, vel)
    overlap = np.sum(s2[..., 1].conj() * s1[..., 0], axis=-1)
    term = 2 * abs(overlap)**2 / (e2[..., 1] - e1[..., 0])
    return g * np.sum((w * k)[:, None] * term) / (2 * np.pi * n_angle) / q**2


def finite_q_ratio(x):
    return 0.75 / x * (1 / x + (1 - 1 / x**2) * np.arctan(x))


def cone_fraction(kmax, mass, vel):
    ec = np.hypot(vel * kmax, mass)
    return 1 - 0.75 * mass * (mass**2 / (3 * ec**3) + 1 / ec)


def honeycomb_ratio(mass, hop, n=400):
    """Whole-zone two-band polarizability over the Dirac value."""
    bonds = np.array([[0, 1], [np.sqrt(3) / 2, -0.5],
                      [-np.sqrt(3) / 2, -0.5]]) / np.sqrt(3)
    cell = np.array([[1, 0], [0.5, np.sqrt(3) / 2]])
    recip = 2 * np.pi * np.linalg.inv(cell).T
    f = (np.arange(n) + 0.5) / n
    f1, f2 = np.meshgrid(f, f, indexing='ij')
    k = np.stack([f1.ravel(), f2.ravel()], axis=1) @ recip
    phase = hop * np.exp(1j * k @ bonds.T)

    def off_diagonal(z):
        out = np.zeros((len(z), 2, 2), complex)
        out[:, 0, 1], out[:, 1, 0] = z, z.conj()
        return out
    e, s = np.linalg.eigh(off_diagonal(phase.sum(axis=1)) + mass * SZ)
    strength = 0
    for i in range(2):
        dh = off_diagonal((1j * phase * bonds[:, i]).sum(axis=1))
        ket = np.einsum('nij,nj->ni', dh, s[:, :, 0])
        strength = strength + abs(np.sum(s[:, :, 1].conj() * ket, axis=1))**2
    area = np.sqrt(3) / 2
    alpha = 2 / area * np.mean(strength / (e[:, 1] - e[:, 0])**3)
    return alpha / (4 / (12 * np.pi * mass))


def layer_epsilon(q, thick, par, perp, kappa):
    """Bare over screened potential at mid-layer, from Poisson's equation."""
    def rhs(z, y):
        return [q * y[1] / perp, q * par(z) * y[0]]
    sol = solve_ivp(rhs, (thick / 2, 0), [1.0, -kappa], method='DOP853',
                    rtol=1e-11, atol=1e-13)
    return -sol.y[1, -1] / sol.y[0, -1]


def potential(r, r0):
    return C * np.pi / (2 * r0) * (struve(0, r / r0) - y0(r / r0))


# Dirac polarizability, its independence of velocity, and the cutoff fraction
alpha_dirac = g / (6 * np.pi * gap)
for vel in (v, 3 * v):
    assert np.isclose(alpha_from_states(m, vel), alpha_dirac, rtol=1e-7)
zone_area = 8 * np.pi**2 / (np.sqrt(3) * a_lat**2)
k_half = np.sqrt(zone_area / (2 * np.pi))
fraction = cone_fraction(k_half, m, v)
assert np.isclose(alpha_from_states(m, v, k_half) / alpha_dirac,
                  fraction, rtol=1e-7)

# Finite-wavevector response, small and large, and its leading correction
for q in (1.0, 7.0):
    assert np.isclose(alpha_at_q(q, m, v) / alpha_dirac,
                      finite_q_ratio(v * q / gap), rtol=1e-5)
x_small = 0.05
assert np.isclose((1 - finite_q_ratio(x_small)) / x_small**2, 0.4, rtol=0.01)

# A lattice with two valleys must approach the Dirac value as the gap closes.
# The signed deviation changes sign, so it is bounded by a multiple of the
# mass instead of being required to shrink from each mass to the next.
wide_mass = 0.4
wide_deviation = honeycomb_ratio(wide_mass, 1.0) - 1
deviations = {}
for mass, n_grid in ((0.025, 800), (0.05, 400), (0.10, 400)):
    deviations[mass] = honeycomb_ratio(mass, 1.0, n_grid) - 1
    assert abs(deviations[mass]) < 0.1 * mass
    assert abs(deviations[mass]) < 0.2 * abs(wide_deviation)
deviations[wide_mass] = wide_deviation
hop = v / (np.sqrt(3) / 2 * a_lat)
lattice_ratio = honeycomb_ratio(m, hop)

# Lengths
r_dirac = 2 * np.pi * C * alpha_dirac
r_total = d * (eps_par - 1) / 2
r_remote = r_total - r_dirac
r_low = 0.60 * (14 - 1) / 2 - r_dirac
r_high = 0.65 * (16 - 1) / 2 - r_dirac
gap_needed = g * C / (3 * r_total)

# Layer formula: slope at small q, in vacuum and in surroundings
q_tiny = 1e-4
slopes = {}
for perp, kappa in ((1.0, 1.0), (eps_perp, 1.0), (eps_perp, kappa_bn)):
    numeric = (layer_epsilon(q_tiny, d, lambda z: eps_par, perp, kappa)
               - kappa) / q_tiny
    slopes[perp, kappa] = d * (eps_par - kappa**2 / perp) / 2
    assert np.isclose(numeric, slopes[perp, kappa], rtol=3e-3)


# Additivity for a central Dirac part and an outer remote part
def mixed_profile(z):
    centre = 2 / d * np.cos(np.pi * z / d)**2
    outer = 12 * z**2 / d**3
    return 1 + 2 * r_dirac * centre + 2 * r_remote * outer


mixed = (layer_epsilon(q_tiny, d, mixed_profile, 1.0, 1.0) - 1) / q_tiny
assert np.isclose(mixed, r_dirac + r_remote, rtol=3e-3)
eps_layer_1 = layer_epsilon(1.0, d, lambda z: eps_par, eps_perp, 1.0)

# Real-space interaction against quadrature
for r0 in (r_dirac, r_total):
    direct = C * quad(lambda s: np.exp(-s) / np.hypot(1.0, s * r0),
                      0, np.inf, epsabs=1e-11)[0]
    assert np.isclose(direct, potential(1.0, r0), rtol=1e-7)

# Oscillator strengths: sum f = 1 and polarizability = sum f/omega^2
nb = 60
ladder = np.diag(np.sqrt(np.arange(1, nb)), 1)
x_op = (ladder + ladder.T) / np.sqrt(2)
h_osc = np.diag(np.arange(nb) + 0.5) + np.linalg.matrix_power(x_op, 4) / 4
e_osc, s_osc = np.linalg.eigh(h_osc)
omega = e_osc[1:] - e_osc[0]
f_osc = 2 * omega * (s_osc[:, 1:].T @ x_op @ s_osc[:, 0])**2
field = 0.01
e_plus = np.linalg.eigvalsh(h_osc - field * x_op)[0]
e_minus = np.linalg.eigvalsh(h_osc + field * x_op)[0]
alpha_field = -(e_plus + e_minus - 2 * e_osc[0]) / field**2
assert np.isclose(f_osc.sum(), 1, atol=1e-5)
assert np.isclose(alpha_field, np.sum(f_osc / omega**2), rtol=1e-3)
cell_area = np.sqrt(3) / 2 * a_lat**2
mean_energy = np.sqrt(2 * np.pi * C * HBAR2_M * n_valence
                      / (cell_area * r_remote))

# Free carriers: parabolic formula against the full Dirac Fermi integral
kt = sc.k * temperature / sc.e


def density(mu):
    return quad(lambda e: g * e / (2 * np.pi * v**2) * expit((mu - e) / kt),
                m, m + 40 * kt, epsabs=0, epsrel=1e-10, limit=200)[0]


dos = g * m / (2 * np.pi * v**2)
mu_gate = brentq(lambda mu: density(mu) - n_gate, m - 20 * kt, m + 5 * kt)
step = 1e-3 * kt
compress = (density(mu_gate + step) - density(mu_gate - step)) / (2 * step)
q_gate = 2 * np.pi * C * dos * (1 - np.exp(-n_gate / (dos * kt)))
assert np.isclose(q_gate, 2 * np.pi * C * compress, rtol=0.05)
n_intrinsic = density(0.0)
q_intrinsic = 2 * np.pi * C * 2 * n_intrinsic / kt

r_so = 2 * C / 3 * (1 / gap + 1 / (gap + so_split))
r_qp = g * C / (3 * qp_gap)

print(f"Coulomb constant e^2/(4 pi eps0): {C:.5f} eV nm")
print(f"degeneracy: {g}; gap: {gap:.2f} eV")
print(f"rough hbar*velocity: {v:.2f} eV nm; lattice constant: {a_lat:.2f} nm")
print(f"rough layer thickness: {d:.2f} nm")
print(f"rough bulk eps in plane: {eps_par:.0f}; vertical: {eps_perp:.0f}")
print(f"Dirac polarizability C*alpha: {C * alpha_dirac:.4f} nm")
print(f"Dirac screening length: {r_dirac:.4f} nm = {10*r_dirac:.2f} angstrom")
print(f"total length from layer eps: {r_total:.2f} nm")
print(f"missing length: {r_remote:.2f} nm = {10*r_remote:.0f} angstrom")
print(f"missing share of total: {100 * r_remote / r_total:.0f} percent")
print(f"missing length, d=0.60 nm, eps=14: {r_low:.2f} nm")
print(f"missing length, d=0.65 nm, eps=16: {r_high:.2f} nm")
print(f"gap needed if Dirac part were all: {gap_needed:.3f} eV")
print(f"valence electrons per cell: {n_valence}; area: {cell_area:.4f} nm^2")
print(f"mean remote transition energy: {mean_energy:.1f} eV")
print(f"interaction at 1 nm, bare: {C:.3f} eV")
print(f"interaction at 1 nm, Dirac only: {potential(1.0, r_dirac):.3f} eV")
print(f"interaction at 1 nm, total: {potential(1.0, r_total):.3f} eV")
print(f"Dirac length, spin-orbit {so_split:.2f} eV: {r_so:.3f} nm")
print(f"Dirac length, rough gap {qp_gap:.1f} eV: {r_qp:.3f} nm")
print(f"x = hbar v q/gap at q = 1/nm: {v / gap:.4f}")
print(f"Dirac alpha(q)/alpha(0) at q = 1/nm: {finite_q_ratio(v/gap):.4f}")
print(f"half-zone cutoff wavevector: {k_half:.2f} 1/nm")
print(f"Dirac integral inside cutoff: {100 * fraction:.1f} percent")
print(f"honeycomb hopping: {hop:.3f} eV")
print(f"honeycomb/Dirac polarizability: {lattice_ratio:.3f}")
print(f"honeycomb two-band length: {lattice_ratio * r_dirac:.3f} nm")
for mass, deviation in deviations.items():
    print(f"honeycomb deviation at gap/hopping {2 * mass:.2f}: "
          f"{100 * deviation:+.3f} percent")
print(f"layer slope, vacuum, with vertical eps: {slopes[eps_perp, 1.0]:.2f} nm")
print(f"layer slope, surroundings kappa={kappa_bn:.0f}: "
      f"{slopes[eps_perp, kappa_bn]:.2f} nm")
print(f"epsilon at q = 1/nm, linear sheet: {1 + r_total:.2f}")
print(f"epsilon at q = 1/nm, full layer: {eps_layer_1:.2f}")
print(f"temperature: {temperature:.0f} K; kT: {kt:.5f} eV")
print(f"intrinsic electron density: {n_intrinsic * 1e14:.2e} 1/cm^2")
print(f"intrinsic carrier screening wavevector: {q_intrinsic:.1e} 1/nm")
print(f"gate-induced density: {n_gate * 1e14:.1e} 1/cm^2")
print(f"gate carrier screening wavevector: {q_gate:.2f} 1/nm")
print("finished without a failed check")
```

It prints:

```
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
degeneracy: 4; gap: 1.66 eV
rough hbar*velocity: 0.35 eV nm; lattice constant: 0.32 nm
rough layer thickness: 0.60 nm
rough bulk eps in plane: 15; vertical: 6
Dirac polarizability C*alpha: 0.1841 nm
Dirac screening length: 1.1566 nm = 11.57 angstrom
total length from layer eps: 4.20 nm
missing length: 3.04 nm = 30 angstrom
missing share of total: 72 percent
missing length, d=0.60 nm, eps=14: 2.74 nm
missing length, d=0.65 nm, eps=16: 3.72 nm
gap needed if Dirac part were all: 0.457 eV
valence electrons per cell: 18; area: 0.0887 nm^2
mean remote transition energy: 6.8 eV
interaction at 1 nm, bare: 1.440 eV
interaction at 1 nm, Dirac only: 1.040 eV
interaction at 1 nm, total: 0.601 eV
Dirac length, spin-orbit 0.15 eV: 1.109 nm
Dirac length, rough gap 2.5 eV: 0.768 nm
x = hbar v q/gap at q = 1/nm: 0.2108
Dirac alpha(q)/alpha(0) at q = 1/nm: 0.9827
half-zone cutoff wavevector: 8.42 1/nm
Dirac integral inside cutoff: 79.2 percent
honeycomb hopping: 1.263 eV
honeycomb/Dirac polarizability: 0.822
honeycomb two-band length: 0.951 nm
honeycomb deviation at gap/hopping 0.05: +0.123 percent
honeycomb deviation at gap/hopping 0.10: +0.164 percent
honeycomb deviation at gap/hopping 0.20: -0.003 percent
honeycomb deviation at gap/hopping 0.80: -6.949 percent
layer slope, vacuum, with vertical eps: 4.45 nm
layer slope, surroundings kappa=4: 3.70 nm
epsilon at q = 1/nm, linear sheet: 5.20
epsilon at q = 1/nm, full layer: 4.96
temperature: 300 K; kT: 0.02585 eV
intrinsic electron density: 1.31e-01 1/cm^2
intrinsic carrier screening wavevector: 9.2e-13 1/nm
gate-induced density: 1.0e+12 1/cm^2
gate carrier screening wavevector: 3.35 1/nm
finished without a failed check
```
